# Exact Hxc potential of one thermal level and its step

## Problem

A single spatial level can hold an electron of either spin. Its Hamiltonian is

$$\hat H=v\hat N+U\hat n_\uparrow\hat n_\downarrow,\qquad \hat N=\hat n_\uparrow+\hat n_\downarrow,\qquad U>0 .$$

There is no magnetic field. The level is in grand-canonical equilibrium at chemical potential $\mu$ and temperature $T$, where $T$ is measured in energy units ($k_B=1$). Its mean occupation is $n=\langle\hat N\rangle$, with $0<n<2$.

The Kohn–Sham (KS) level has no interaction. It has the same $T$, $\mu$ and $n$, and a potential $v_s$ chosen to make this so. The Hartree-exchange-correlation (Hxc) potential is $v_{\rm Hxc}=v_s-v$.

1. Derive $v_{\rm Hxc}$ as a function of $n$.
2. Show that it is the derivative of a free-energy functional $F_{\rm Hxc}[n]$.
3. Find its symmetry about $n=1$, its range and its slope at $n=1$.
4. Show that for $T\to0$ it becomes a step of height $U$ at $n=1$. In what sense does it converge, and how wide is the step at small $T$?
5. Take $U=1$ eV. Follow the state $v=-0.4$ eV, $\mu=0$, $T=0.1$ eV in full, and examine the sharpening as $T$ falls.

## Solution

### 1. The potential from the occupation

The four states are empty, singly occupied with either spin, and doubly occupied. With

$$x=e^{(\mu-v)/T},\qquad a=e^{-U/T},$$

their statistical weights are $1$, $x$, $x$ and $ax^2$. Hence

$$Z=1+2x+ax^2,\qquad n=\frac{2x+2ax^2}{1+2x+ax^2}. \tag{1}$$

Differentiating the grand-canonical average gives $dn/d\mu=(\langle\hat N^2\rangle-n^2)/T$. This is positive because several particle numbers have nonzero weight. As $\mu-v$ runs from $-\infty$ to $\infty$, $n$ therefore rises strictly from 0 to 2, and each $n$ between these limits belongs to one value of $\mu-v$.

To find it, multiply (1) by $Z$ and collect powers of $x$:

$$a(2-n)x^2+2(1-n)x-n=0. \tag{2}$$

The product of the two roots is $-n/[a(2-n)]<0$, so one root is positive. Since $x$ is an exponential, that is the root required:

$$x=\frac{n-1+R}{a(2-n)},\qquad R=\sqrt{(n-1)^2+a\,n(2-n)} .$$

For the KS level set $U=0$, so $a=1$, and write $x_s=e^{(\mu-v_s)/T}$. Then $Z_s=(1+x_s)^2$ and

$$n=\frac{2x_s}{1+x_s}\quad\Rightarrow\quad x_s=\frac{n}{2-n}.$$

The chemical potential cancels in the ratio $x/x_s=e^{(v_s-v)/T}$. Therefore

$$v_{\rm Hxc}=T\ln\frac{x}{x_s}=T\ln\frac{n-1+R}{a\,n},$$

and, because $-T\ln a=U$,

$$\boxed{v_{\rm Hxc}(n)=U+T\ln\frac{n-1+\sqrt{(n-1)^2+e^{-U/T}n(2-n)}}{n}} \tag{3}$$

A useful check is weak coupling, $U\ll T$. Then $a\approx1-U/T$, and since $(n-1)^2=1-n(2-n)$,

$$R=\sqrt{1-(1-a)n(2-n)}\approx1-\frac{U}{2T}n(2-n).$$

The argument of the logarithm becomes $1-U(2-n)/(2T)$, so to leading order $v_{\rm Hxc}\approx U-U(2-n)/2=Un/2$. This is the unpolarized mean-field potential, the derivative of the mean-field energy $U(n/2)^2$. It is smooth in $n$ at every temperature, so in this spin-unpolarized KS description a step must come from correlation.

### 2. The functional behind it

Define $F[n]$ as the minimum of $\langle U\hat n_\uparrow\hat n_\downarrow\rangle-TS$ over all statistical states with mean occupation $n$, where $S$ is the entropy. Let $w=\mu-v$ and $\Omega(w)=-T\ln Z$.

The equilibrium state minimizes $\langle U\hat n_\uparrow\hat n_\downarrow\rangle-TS-w\langle\hat N\rangle$ over all states. Among states with its own value of $n$, the last term is constant, so the equilibrium state also attains $F[n]$. Thus $F=\Omega(w)+wn$, with $w=w(n)$. Since $d\Omega/dw=-n$,

$$\frac{dF}{dn}=-n\frac{dw}{dn}+n\frac{dw}{dn}+w=\mu-v .$$

The same argument with $U=0$ gives $dF_s/dn=\mu-v_s$. Subtracting,

$$\frac{d}{dn}(F-F_s)=v_s-v=v_{\rm Hxc},\qquad F_{\rm Hxc}=F-F_s .$$

Here $F_{\rm Hxc}$ contains the entropy difference between the two systems as well as the interaction energy.

### 3. Symmetry, range and slope

Let $\delta=n-1$ and $s=\sqrt{a(1-\delta^2)}$. From $\operatorname{asinh}y=\ln(y+\sqrt{y^2+1})$ it follows that

$$\delta+\sqrt{\delta^2+s^2}=s\,e^{\operatorname{asinh}(\delta/s)} .$$

The remaining factor in (3) is

$$\ln\frac{s}{1+\delta}=-\frac{U}{2T}+\frac12\ln\frac{1-\delta}{1+\delta}=-\frac{U}{2T}-\operatorname{artanh}\delta .$$

With $k=e^{U/2T}$, equation (3) becomes

$$v_{\rm Hxc}=\frac U2+T\operatorname{asinh}\frac{k\delta}{\sqrt{1-\delta^2}}-T\operatorname{artanh}\delta . \tag{4}$$

The last two terms are odd in $\delta$, which gives the particle-hole symmetry

$$v_{\rm Hxc}(2-n)=U-v_{\rm Hxc}(n),\qquad v_{\rm Hxc}(1)=\frac U2 .$$

For the derivative, put $y=k\delta/\sqrt{1-\delta^2}$. Then $dy/d\delta=k(1-\delta^2)^{-3/2}$ and $1+y^2=[1+(k^2-1)\delta^2]/(1-\delta^2)$, so

$$\frac{dv_{\rm Hxc}}{dn}=\frac{T}{1-\delta^2}\left[\frac{k}{\sqrt{1+(k^2-1)\delta^2}}-1\right].$$

For $|\delta|<1$ and $k>1$ the square root is smaller than $k$, so the potential increases strictly. At $n=1$ its slope is

$$\left.\frac{dv_{\rm Hxc}}{dn}\right|_{n=1}=T\left(e^{U/2T}-1\right). \tag{5}$$

As $n\to0$, $R=1-(1-a)n+O(n^2)$. The numerator in (3) is then $an+O(n^2)$, and $v_{\rm Hxc}\to U+T\ln a=0$. By symmetry it tends to $U$ as $n\to2$. Hence $0<v_{\rm Hxc}<U$ in between.

### 4. The low-temperature step

**Below half filling.** For $n<1$ the numerator in (3) is a small difference. Multiplying and dividing by $R+1-n$ gives

$$R-(1-n)=\frac{a\,n(2-n)}{R+1-n}\quad\Rightarrow\quad v_{\rm Hxc}=T\ln\frac{2-n}{R+1-n}.$$

Because $R>1-n$,

$$0<v_{\rm Hxc}(n)<T\ln\frac{2-n}{2(1-n)}\qquad(n<1). \tag{6}$$

At fixed $n$ the upper bound vanishes linearly with $T$, so $v_{\rm Hxc}\to0$. Since $R\to1-n$ as $a\to0$, the bound is also the leading low-temperature form.

**Above half filling.** Symmetry turns (6) into

$$0<U-v_{\rm Hxc}(n)<T\ln\frac{n}{2(n-1)}\qquad(n>1),$$

so $v_{\rm Hxc}\to U$. Altogether,

$$\lim_{T\to0}v_{\rm Hxc}(n)=\begin{cases}0,&n<1,\\ U/2,&n=1,\\ U,&n>1,\end{cases}$$

which is a step of height $U$.

**Sense of convergence.** If $|n-1|\ge\eta>0$, the distance from the limit is less than $T\ln[(1+\eta)/(2\eta)]$, so convergence is uniform outside a fixed neighbourhood of $n=1$. It cannot be uniform across $n=1$, because each finite-temperature curve is continuous and the limit is not.

**Width.** Let $y=e^{v_{\rm Hxc}/T}=x/x_s$. Put $x=yn/(2-n)$ into (2) and multiply by $(2-n)/n$:

$$a n y^2+2(1-n)y-(2-n)=0\quad\Rightarrow\quad n=\frac{2(y-1)}{2y-1-ay^2}.$$

With $q=e^{U/4T}$, the value $v_{\rm Hxc}=3U/4$ means $y=q^3$ and $ay^2=q^2$. Then

$$n-1=\frac{q^2-1}{2q^3-q^2-1}=\frac{(q-1)(q+1)}{(q-1)(2q^2+q+1)}=\frac{q+1}{2q^2+q+1}.$$

By symmetry $U/4$ is reached equally far below $n=1$. The width between these two values is

$$W=\frac{2(q+1)}{2q^2+q+1}\;\longrightarrow\;e^{-U/4T}\qquad(T\ll U). \tag{7}$$

Extending the central tangent (5) over the height $U$ would suggest a width of about $(U/T)e^{-U/2T}$, which becomes much smaller than $W$ as $T/U\to0$: at $T=0.05\,U$ it is $9.1\times10^{-4}$, against $W=6.76\times10^{-3}$. The difference comes from the flanks: for $e^{-U/2T}\ll|n-1|\ll1$, (6) gives a distance $T\ln[1/(2|n-1|)]$ from the limiting value, which falls off slowly.

**Meaning of the height.** The energies for zero, one and two electrons are $E_0=0$, $E_1=v$ and $E_2=2v+U$. The fundamental gap at one electron is $E_2+E_0-2E_1=U$. In the KS level both electrons have energy $v_s$, so its gap is zero, and the step supplies the whole gap.

The functional shows the same physics as a kink. Since $F_{\rm Hxc}(0)=0$, integrating (6) up to $n\le1$ gives

$$0\le F_{\rm Hxc}\le T\int_0^1\ln\frac{2-n}{2(1-n)}\,dn=T[(2\ln2-1)-\ln2+1]=T\ln2 .$$

For $n>1$, symmetry makes the average of $v_{\rm Hxc}$ between $2-n$ and $n$ equal to $U/2$, so $F_{\rm Hxc}(n)=F_{\rm Hxc}(2-n)+U(n-1)$. Thus $F_{\rm Hxc}\to U\max(0,n-1)$ as $T\to0$.

These results rest on the four-state sum. If the level exchanges electrons with its surroundings strongly enough to broaden it appreciably, (1) no longer holds, and neither does (3).

### 5. Numbers for $U=1$ eV

These are round model parameters. For $v=-0.4$ eV, $\mu=0$ and $T=0.1$ eV, $x=e^4=54.598$ and $a=4.54\times10^{-5}$. The probabilities of one and two electrons are 0.98971 and 0.001227, so

$$n=0.98971+2(0.001227)=0.99216 .$$

The KS level needs $x_s=0.99216/(2-0.99216)=0.9844$. Hence

$$v_{\rm Hxc}=0.1\ln\frac{54.598}{0.9844}=0.4016\ \text{eV},\qquad v_s=-0.4+0.4016=0.0016\ \text{eV}.$$

The KS level lies almost at $\mu$, because a noninteracting level is half filled when $v_s=\mu$. Evaluated at this exact occupation, the mean-field value $Un/2=0.496$ eV exceeds $v_{\rm Hxc}$ by about $0.09$ eV, roughly the size of $T$. Solved self-consistently, $n=2/(1+e^{(v+Un/2-\mu)/T})$, mean field instead gives $n=0.857$ and a level at $0.029$ eV, so its error shows mainly in the occupation.

The KS level reproduces the occupation but not the pair probability. Its double occupancy is $(n/2)^2=0.246$, against 0.0012 in the interacting level.

The sharpening is seen in $v_{\rm Hxc}$ (in eV) at three occupations and in the width $W$:

| $T$ (eV) | $n=0.9$ | $n=1$ | $n=1.1$ | $W$ |
|---|---|---|---|---|
| 0.200 | 0.314 | 0.500 | 0.686 | 0.311 |
| 0.100 | 0.170 | 0.500 | 0.830 | 0.0850 |
| 0.050 | 0.085 | 0.500 | 0.915 | $6.76\times10^{-3}$ |
| 0.025 | 0.043 | 0.500 | 0.957 | $4.54\times10^{-5}$ |

The lowest temperature corresponds to 290 K. There the slope at $n=1$ is $1.21\times10^7$ eV, yet at $n=0.9$ the potential is still 0.043 eV above its limit, in agreement with $T\ln5.5$ from (6). The centre sharpens exponentially, while the flanks approach their limits linearly in $T$. At $T=0.0005$ eV the rise from $n=0.9$ to $n=1.1$ is 0.9983 eV, close to the full height $U$. The numerical check below compares (3) with direct diagonalization and with derivatives of the minimized free energy.

## Computed results

```
interaction U = 1.000 eV
v_hxc in eV; columns are occupations n
kT (eV)     0.50     0.90     0.99     1.00     1.01     1.10     1.50
  0.200  0.08009  0.31377  0.47769  0.50000  0.52231  0.68623  0.91991
  0.100  0.04054  0.17036  0.38240  0.50000  0.61760  0.82964  0.95946
  0.050  0.02027  0.08524  0.19610  0.50000  0.80390  0.91476  0.97973
  0.025  0.01014  0.04262  0.09805  0.50000  0.90195  0.95738  0.98986
kT = 0.200 eV = 2320.9 K:
  slope dv_hxc/dn at n=1 = 2.23650e+00 eV
  width in n, U/4 to 3U/4 = 3.11231e-01
  limiting width exp(-U/4kT) = 2.86505e-01
kT = 0.100 eV = 1160.5 K:
  slope dv_hxc/dn at n=1 = 1.47413e+01 eV
  width in n, U/4 to 3U/4 = 8.50459e-02
  limiting width exp(-U/4kT) = 8.20850e-02
kT = 0.050 eV = 580.2 K:
  slope dv_hxc/dn at n=1 = 1.10127e+03 eV
  width in n, U/4 to 3U/4 = 6.76042e-03
  limiting width exp(-U/4kT) = 6.73795e-03
kT = 0.025 eV = 290.1 K:
  slope dv_hxc/dn at n=1 = 1.21291e+07 eV
  width in n, U/4 to 3U/4 = 4.54010e-05
  limiting width exp(-U/4kT) = 4.53999e-05
tail estimate at n=0.9, kT=0.025 eV: 0.04262 eV
v_hxc(1.1)-v_hxc(0.9) at kT=0.0005 eV: 0.99830 eV
F_hxc at n=1, kT=0.05 eV: 0.03466 eV
bound kT ln2 at kT=0.05 eV: 0.03466 eV
one state in full:
v = -0.400 eV, mu = 0.000 eV, kT = 0.100 eV
x = exp((mu-v)/kT) = 54.59815
a = exp(-U/kT) = 4.53999e-05
probability of 0 electrons = 0.009064
probability of 1 electron = 0.989710
probability of 2 electrons = 0.001227
occupation n = 0.992163
v_hxc = 0.401567 eV
KS level v_s = 0.001567 eV
KS occupation = 0.992163
KS double occupancy = 0.246097
mean-field value U*n/2 = 0.496082 eV
```
